\section*{Spectral representation and sum rules of the lead self-energy}

\section{A sum that falls short}

A device with two orbitals is attached to a semi-infinite dimerised chain, with hopping $v=0.80$ eV inside each cell and $w=1.00$ eV between cells. Device orbital 1 couples to the first chain site with strength $0.5$ eV. Integrating its broadening $\Gamma_{11}(E)$ over both energy bands gives $1.005$ eV$^2$. Exchange $v$ and $w$, with the couplings held fixed, and the band edges stay where they were, but the integral becomes $1.571$ eV$^2$. The second value is $2\pi(0.5\ \mathrm{eV})^2$; the first is 36\% lower.

The missing area belongs to a state bound to the end of the isolated lead. To see why, we show that the self-energy is fixed by a positive measure whose total weight and higher moments can be read off the Hamiltonian.

\section{Setting and elimination of the lead}

Use an orthonormal basis. Let $H_D$ be the Hamiltonian of a finite device, $H_L$ that of the lead, and $\tau$ the coupling block with device rows and lead columns. The lead consists of cells $m=1,2,\dots$ with finitely many orbitals each. Its diagonal blocks are $h$, its blocks from cell $m+1$ to cell $m$ are $T$, and $\tau$ touches cell 1 alone. $H_L$ is Hermitian and bounded, $\|H_L\|\le R$.

For $\operatorname{Im}z\neq0$ the inverse $g(z)=(z-H_L)^{-1}$ exists. Indeed $\langle\psi|(z-H_L)\psi\rangle$ has imaginary part $\operatorname{Im}z\,\|\psi\|^2$, so $\|(z-H_L)\psi\|\ge|\operatorname{Im}z|\,\|\psi\|$. Hence $z-H_L$ is one-to-one with closed range. A vector orthogonal to the range would be annihilated by $z^*-H_L$, which the same bound forbids. Therefore $\|g(z)\|\le1/|\operatorname{Im}z|$.

The device columns of $(z-H)G=1$ read
\begin{align}
(z-H_D)G_D-\tau G_{LD}&=1,\\
-\tau^\dagger G_D+(z-H_L)G_{LD}&=0.
\end{align}
The second line gives $G_{LD}=g\tau^\dagger G_D$. Inserting this in the first,
\begin{equation}
G_D=(z-H_D-\Sigma)^{-1},\qquad \Sigma(z)=\tau g(z)\tau^\dagger .
\label{sigma}
\end{equation}

Orthonormality matters here. With a device--lead overlap $s$ and lead overlap $S_L$, the same elimination gives $(\tau-zs)(zS_L-H_L)^{-1}(\tau^\dagger-zs^\dagger)$, which grows as $z\,sS_L^{-1}s^\dagger$ at large $z$. The sum rules below then do not hold in the form given.

\section{Positivity}

Put $z=E+i\eta$ with $\eta>0$. Since $g^{-1}=z-H_L$ and $(g^\dagger)^{-1}=z^*-H_L$,
\begin{equation}
g-g^\dagger=g\left[(g^\dagger)^{-1}-g^{-1}\right]g^\dagger
=g(z^*-z)g^\dagger=-2i\eta\,gg^\dagger .
\end{equation}
Multiply by $i$ and place $\tau$ and $\tau^\dagger$ outside:
\begin{equation}
A(z)\equiv i\left[\Sigma(z)-\Sigma(z)^\dagger\right]
=2\eta\,\tau gg^\dagger\tau^\dagger\ge0 .
\label{positive}
\end{equation}
For a device vector $c$, $c^\dagger Ac=2\eta\|g^\dagger\tau^\dagger c\|^2$. This vanishes only if $\tau^\dagger c=0$, because $g^\dagger$ is invertible.

A matrix Herglotz function is analytic in the upper half-plane and has a non-negative anti-Hermitian part there, in the sense $(F-F^\dagger)/2i\ge0$. For $F=-\Sigma$ this part is $A/2$. Analyticity follows from the series $g(z+\delta)=\sum_n(-\delta)^n g(z)^{n+1}$, convergent for $|\delta|<\operatorname{Im}z$. Thus $-\Sigma$ is Herglotz, while $\Sigma$ itself has the opposite sign. In the limit $\eta\to0$ at an energy inside a lead band, the sign says that the lead can drain amplitude from the device but cannot amplify it. The limit of $A$ may have zero eigenvalues: for the dimerised lead below, which has one open channel, it has rank one, and one combination of the two device orbitals does not leak at that energy. At finite $\eta$ alone, $A$ is positive even where no lead state can carry amplitude away.

\section{The measure, built from finite leads}

\subsection{A lead of $N$ cells}

Cut the lead after cell $N$. Its Hamiltonian $H_N$ has eigenvalues $E_k$ in $[-R,R]$ and orthonormal eigenvectors $\phi_k$. Inserting $\sum_k\phi_k\phi_k^\dagger=1$ gives
\begin{equation}
\Sigma_N(z)=\sum_k\frac{\tau\phi_k\phi_k^\dagger\tau^\dagger}{z-E_k}
=\int\frac{dM_N(E)}{z-E}.
\end{equation}
Here $M_N$ places the positive matrix $\tau\phi_k\phi_k^\dagger\tau^\dagger$ at $E_k$. Its moments are $\int E^n dM_N=\tau H_N^n\tau^\dagger$.

Each factor $H_N$ changes the cell index by at most one. A product that starts and ends in cell 1 can feel the cut only by reaching cell $N+1$, which takes $N$ steps out and $N$ back. Hence
\begin{equation}
\tau H_N^n\tau^\dagger=\tau H_L^n\tau^\dagger,\qquad n\le2N-1 .
\label{local}
\end{equation}
This was tested on a lead with two orbitals per cell, random complex $h$ and $T$ with normally distributed entries, and three device orbitals. With three cells, the moment $n=5$ agrees with that of the infinite lead to a relative $9\times10^{-14}$; at $n=6$ the difference is $9\times10^{-4}$.

\subsection{Letting the lead grow}

Fix a device vector $c$. The measures $c^\dagger M_Nc$ are positive and have the same mass $c^\dagger\tau\tau^\dagger c$. By (\ref{local}), the integral of any polynomial stops changing once $N$ is large enough. A continuous function on $[-R,R]$ can be approximated uniformly by polynomials, so its integrals converge too. The limit is a positive linear functional, and the Riesz representation theorem turns it into a positive measure. Doing this for all $c$, and combining $c=e_i$, $e_j$, $e_i+e_j$ and $e_i+ie_j$ to obtain the off-diagonal elements, gives a positive matrix measure $M$ with
\begin{equation}
\int E^n\,dM(E)=\tau H_L^n\tau^\dagger,\qquad n=0,1,2,\dots
\label{moments}
\end{equation}

It remains to show $\Sigma_N\to\Sigma$. Let $u=g\tau^\dagger$, with cell blocks $u_m$. Keep its first $N$ blocks, $P_Nu$. In the equation $(z-H_L)u=\tau^\dagger$, cell $N$ contains a term $-Tu_{N+1}$ that $H_N$ lacks. Moving it to the right,
\begin{equation}
(z-H_N)P_Nu=\tau^\dagger+e_NTu_{N+1},
\end{equation}
where $e_N$ inserts a block in cell $N$. Apply $(z-H_N)^{-1}$, then $\tau$:
\begin{align}
\Sigma-\Sigma_N&=\tau(z-H_N)^{-1}e_NTu_{N+1},\\
\|\Sigma-\Sigma_N\|&\le\frac{\|\tau\|\,\|T\|\,\|u_{N+1}\|}{|\operatorname{Im}z|}.
\end{align}
The columns of $u$ are square-summable, so $u_{N+1}\to0$. For the dimerised lead at $z=0.5+0.1i$ eV and $N=20$, the error is $0.0045$ eV and the bound is $0.385$ eV: the bound proves convergence but lies far above the actual error here.

For fixed non-real $z$, $1/(z-E)$ is continuous on $[-R,R]$. Both limits therefore apply, and
\begin{equation}
\boxed{\Sigma(z)=\int_{-R}^{R}\frac{dM(E)}{z-E}}
\label{spectral}
\end{equation}
For $|z|>R$, a geometric series gives
\begin{equation}
\Sigma(z)=\sum_{n=0}^{\infty}\frac{1}{z^{n+1}}\int E^n\,dM(E).
\end{equation}
So $\Sigma$ fixes all moments, and these fix $M$ because polynomials are dense. The measure is unique.

\section{From the measure to $\Gamma$}

Equation (\ref{spectral}) and $i[1/(z-E')-1/(z^*-E')]=2\eta/|z-E'|^2$ give
\begin{equation}
A(E+i\eta)=\int\frac{2\eta}{(E-E')^2+\eta^2}\,dM(E').
\label{lorentz}
\end{equation}
Integrate over $a<E<b$ and divide by $2\pi$. The weight multiplying $dM(E')$ becomes
\begin{equation}
\frac1\pi\left[\arctan\frac{b-E'}{\eta}-\arctan\frac{a-E'}{\eta}\right].
\end{equation}
It lies between 0 and 1. As $\eta\to0$ it tends to 1 inside the interval, to $1/2$ at an endpoint and to 0 outside. Dominated convergence yields
\begin{equation}
\lim_{\eta\to0}\int_a^b\frac{A(E+i\eta)}{2\pi}dE
=M((a,b))+\tfrac12M(\{a\})+\tfrac12M(\{b\}).
\label{inversion}
\end{equation}

Now assume that $\Sigma$ extends continuously from the upper half-plane to the real axis, except at finitely many energies. At an ordinary energy define $\Gamma(E)=A(E+i0)$. On intervals without exceptional points, (\ref{inversion}) says $dM=\Gamma\,dE/2\pi$. A finite set can carry nothing but point weights $W_b$, so
\begin{equation}
dM(E)=\frac{\Gamma(E)}{2\pi}dE+\sum_bW_b\,\delta(E-E_b)\,dE .
\label{split}
\end{equation}
The case $n=0$ of (\ref{moments}) is the sum rule
\begin{equation}
\boxed{\int\Gamma(E)\,dE+2\pi\sum_bW_b=2\pi\tau\tau^\dagger}
\label{sumrule}
\end{equation}
The form without $W_b$ holds when no bound state of the isolated lead couples to the device. One may instead include $2\pi W_b\delta(E-E_b)$ in $\Gamma$, but a numerical integral over the bands misses it. The weight can be found separately from
\begin{equation}
W_b=\lim_{\eta\to0}i\eta\,\Sigma(E_b+i\eta),
\label{residue}
\end{equation}
since $i\eta/(E_b-E'+i\eta)$ is bounded by 1 in modulus and tends to 1 at $E'=E_b$ and to 0 elsewhere.

The rule also limits the wide-band approximation. A non-zero $\Gamma$ independent of energy has an infinite integral, whereas $\tau\tau^\dagger$ is finite. A constant $\Gamma$ can describe a bounded lead over a limited energy window at most.

\section{Moments as walks}

Insert complete sets of lead orbitals $\ell_0,\dots,\ell_n$ in (\ref{moments}):
\begin{equation}
(\tau H_L^n\tau^\dagger)_{ij}=\sum_{\ell_0,\dots,\ell_n}
\tau_{i\ell_n}(H_L)_{\ell_n\ell_{n-1}}\cdots(H_L)_{\ell_1\ell_0}\tau^*_{j\ell_0}.
\label{walk}
\end{equation}
Read from right to left, each term leaves device orbital $j$, enters the lead, makes $n$ steps there and returns to orbital $i$. Diagonal elements sum closed walks. Off-diagonal elements sum walks between different device orbitals. Each walk carries the product of its matrix elements, and an on-site energy is a step that stays in place.

By (\ref{local}), the first $N$ cells determine the moments up to $n=2N-1$. Changes deeper in the lead can reshape $\Gamma$, but must leave these moments of the full measure unchanged.

\subsection{The uniform chain}

The walks become plain counts for a chain with zero on-site energy and unit hopping. Let its end-site Green function be $g_0$. Treat the first site as a device attached to the rest, which is the same chain. Then (\ref{sigma}) gives $g_0=1/(z-g_0)$, or $zg_0=1+g_0^2$. Write $g_0=\sum_kc_kz^{-2k-1}$ and compare powers:
\begin{equation}
c_0=1,\qquad c_{k+1}=\sum_{j=0}^{k}c_jc_{k-j}.
\end{equation}
These are the Catalan numbers. Direct enumeration of walks with $0,2,4,6,8$ steps gives $1,1,2,5,14$.

The retarded root inside the band is $g_0=(E-i\sqrt{4-E^2})/2$. With unit coupling $\Gamma=\sqrt{4-E^2}$, a semicircle of radius 2 and area $2\pi$. The smooth $\Gamma$ satisfies the sum rule alone, so this lead has no coupled bound state.

\section{The dimerised lead}

\subsection{Surface Green function}

Each cell has sites $A$ and $B$. The numbers are round model parameters and represent no particular material. The coupling matrix, with columns $A_1,B_1$, is
\begin{equation}
\tau=\begin{pmatrix}0.5&0\\0.2&0.3\end{pmatrix}\text{ eV}.
\end{equation}
Let $G_A$ be the end-site function of the chain starting at $A_1$, and $G_B$ that of the chain left after removing $A_1$. Eliminating one site at a time gives
\begin{equation}
G_A=\frac1{z-v^2G_B},\qquad G_B=\frac1{z-w^2G_A}.
\end{equation}
Substitute $G_B$ and clear the denominators:
\begin{align}
G_A\left[z(z-w^2G_A)-v^2\right]&=z-w^2G_A,\\
zw^2G_A^2-(z^2+w^2-v^2)G_A+z&=0 .
\end{align}
The root that decays as $1/z$ is
\begin{align}
G_A&=\frac{z^2+w^2-v^2-D}{2zw^2},\label{ga}\\
D^2&=\left[z^2-(w+v)^2\right]\left[z^2-(w-v)^2\right],
\end{align}
with $D\sim z^2$ at large $z$ and cuts along the bands $0.20\le|E|\le1.80$ eV.

The equation $(z-H_L)g=1$ at $A_1$ supplies the other elements of the first-cell block:
\begin{equation}
g_{BA}=\frac{zG_A-1}{v},\qquad g_{BB}=\frac{z\,g_{AB}}{v},\qquad g_{AB}=g_{BA}.
\end{equation}
All are continuous up to the real axis wherever $G_A$ is. From (\ref{ga}) the one possible exception is $E=0$, so the assumption behind (\ref{split}) holds.

\subsection{The surface state}

On the imaginary axis $z=iy$, $D$ is real and non-zero for $y>0$. It is negative at large $y$ and hence stays negative, approaching $-|w^2-v^2|$ as $y\to0$. Thus
\begin{equation}
\lim_{z\to0}zG_A=\frac{w^2-v^2+|w^2-v^2|}{2w^2}
=\begin{cases}1-v^2/w^2,&w>v,\\0,&w<v.\end{cases}
\end{equation}

The wave function explains this weight. At $E=0$ the equation on site $B_m$ is $v\psi_{A,m}+w\psi_{A,m+1}=0$, so the amplitude on $A$ changes by $-v/w$ per cell. The equation on site $A_1$ is $v\psi_{B,1}=0$, and those on the later $A$ sites, $w\psi_{B,m-1}+v\psi_{B,m}=0$, then give $\psi_B=0$ throughout. For $w>v$ it decays, and normalisation gives
\begin{equation}
|\psi_{A,1}|^2=\left[\sum_{m=0}^{\infty}(v/w)^{2m}\right]^{-1}=1-\frac{v^2}{w^2}=0.36 .
\end{equation}

This state is a point on the complex band structure. With a factor $\lambda$ per cell, $E\psi_A=(v+w/\lambda)\psi_B$ and $E\psi_B=(v+w\lambda)\psi_A$, whence
\begin{equation}
E^2=v^2+w^2+vw(\lambda+1/\lambda).
\end{equation}
At $E=0$ the roots are $-v/w$ and $-w/v$. A decaying root exists for either ordering of the hoppings. The end condition selects $-v/w$, so a surface state appears when $w>v$.

\subsection{Closing the sum rule}

The surface state lives on $A$, so $W=0.36\,\tau_A\tau_A^\dagger$, where $\tau_A=(0.5,0.2)^T$ eV. Hence $W_{11}=0.36\times0.25=0.090$ eV$^2$ and $2\pi W_{11}=0.565$ eV$^2$. For the 11 element,
\begin{equation}
1.005+0.565=1.571\text{ eV}^2=2\pi(0.25\text{ eV}^2),
\end{equation}
within rounding. The 22 element has a smaller surface share: $0.7263+0.0905=0.8168$ eV$^2$. Part of its coupling goes to $B_1$, where the surface state vanishes. After the exchange of $v$ and $w$ there is no surface state, and the band integral gives the full matrix $2\pi\tau\tau^\dagger$.

The window formula (\ref{inversion}) recovers the same weight. With $\eta=10^{-4}$ eV, the window $\pm0.1$ eV gives $0.08995$ eV$^2$, within 0.1\% of the exact $0.09000$ eV$^2$, and the window from 0 to $0.1$ eV gives $0.04497$ eV$^2$, half as much.

\subsection{Reading the moments}

The two-step walk from $A_1$ must go to $B_1$ and back, so
\begin{equation}
\mu_{2,11}=(0.5)^2v^2=0.25\times0.64=0.160\text{ eV}^4 .
\end{equation}
With four steps, the walker at $B_1$ can visit $A_1$ or $A_2$ before returning:
\begin{equation}
\mu_{4,11}=0.25\,v^2(v^2+w^2)=0.262\text{ eV}^6 .
\end{equation}
The odd 11 moments vanish because every step switches sublattice. The first 12 moment is $0.5\times0.8\times0.3=0.120$ eV$^3$: orbital 2 enters at $B_1$, and one step leads to $A_1$. Integration of $E^n\Gamma/2\pi$, with the surface weight added at $n=0$, agrees with enumerated walks for all elements up to $n=6$. At $n\ge1$ the surface state contributes nothing, since $E_b=0$.

\section{What the surface state does to a level}

Outside the bands and away from $E=0$, (\ref{spectral}) holds at real energy. The 11 density is even in $E$, because its odd moments vanish. Pairing energies $\pm E'$ gives
\begin{equation}
\Sigma_{11}(E)=\frac{W_{11}}E+\int_{0.20}^{1.80}\frac{\Gamma_{11}(E')}{2\pi}
\frac{2E}{E^2-E'^2}\,dE' ,
\end{equation}
with energies in eV. For $0<E<0.20$ eV the band term is negative. At $E=0.1$ eV,
\begin{equation}
\Sigma_{11}=0.900-0.048=0.852\text{ eV}.
\end{equation}
Omitting the surface state would reverse the sign. The bands push a level at this energy weakly towards zero; the surface state below it pushes it upwards. The value is not itself the displacement of a level: $\Sigma_{11}$ varies rapidly here. Levels that remain in the gap are found from the real poles of $G_D$ there, but such a pole may also be the displaced surface state. For a single level at $0.1$ eV coupled to $A_1$ by $0.5$ eV, the one gap pole lies at $-0.196$ eV with device weight $0.12$, while the device density of states peaks near $0.27$ eV, inside the upper band. A level pushed into a band is no longer such a pole in general, but a resonance with a finite width.

Inside a band, take the Hermitian part of (\ref{spectral}) at $E+i\eta$. Its kernel, $(E-E')/[(E-E')^2+\eta^2]$, becomes a principal value where $\Gamma$ is differentiable:
\begin{equation}
\operatorname{Re}\Sigma_{11}(E)=\mathcal P\!\int\frac{\Gamma_{11}(E')}{2\pi(E-E')}dE'
+\frac{W_{11}}E .
\end{equation}
At $E=1.0$ eV the right-hand side, surface term included, gives $0.170$ eV. So does $(0.5\ \mathrm{eV})^2\operatorname{Re}G_A$ with $G_A$ from (\ref{ga}). The broadening there is $\Gamma_{11}=0.367$ eV.

\section{The cost of a finite broadening}

A calculation may keep $\eta$ finite and integrate over $|E|<\Omega$. By (\ref{lorentz}), each point $e$ of the measure becomes a Lorentzian $L(x)=(\eta/\pi)/(x^2+\eta^2)$, with $x=E-e$. For $\Omega\gg|e|,\eta$ its area in the window is
\begin{equation}
\int L\,dE\simeq1-\frac{2\eta}{\pi\Omega}.
\end{equation}
For the second moment write $E^2=x^2+2ex+e^2$. Since $x^2L=\eta/\pi-\eta^2L$, the first term gives $2\eta\Omega/\pi-\eta^2+2\eta^3/(\pi\Omega)$ to this order. The middle term is a logarithm:
\begin{equation}
\frac{e\eta}{\pi}\ln\frac{(\Omega-e)^2+\eta^2}{(\Omega+e)^2+\eta^2}
\simeq-\frac{4e^2\eta}{\pi\Omega}.
\end{equation}
The last gives $e^2[1-2\eta/(\pi\Omega)]$. Integrating over the measure, with true moments $\mu_0$ and $\mu_2$,
\begin{equation}
\mu_2^{(\eta,\Omega)}\simeq\mu_2+\frac{2\eta\Omega}{\pi}\mu_0
-\eta^2\mu_0+\frac{2\eta^3}{\pi\Omega}\mu_0-\frac{6\eta}{\pi\Omega}\mu_2 .
\end{equation}
The second term grows with the window. Enlarging it improves the sum rule but spoils the second moment.

For the 11 element and $\eta=0.01$ eV, the zeroth moment at $\Omega=10$ eV is $0.2498$ eV$^2$, against the true $0.2500$ eV$^2$. The second is $0.176$ eV$^4$, about 10\% above the true $0.160$ eV$^4$. At $\Omega=20$ eV it is $0.192$ eV$^4$, about 20\% too high. The walk sum (\ref{walk}) avoids this error because it needs neither a broadening nor an energy window. The numerical output also lists the 12 and 22 elements of the unbroadened moments.

\section*{Numbers as computed}
\begin{verbatim}
hoppings v, w = 0.80, 1.00 eV
band edges |E| = 0.20 to 1.80 eV
tau rows (eV): [0.5 0. ] [0.2 0.3]
Sigma_11 at z = 0.5+0.1i eV: 0.15261 -0.20561i eV
lowest eigenvalue of i(Sigma-Sigma^dagger), 2000 points: 3.78e-04 eV
lead cut after 20 cells: error 4.48e-03 eV, bound 3.85e-01 eV
surface state: first-site weight 0.3600, cell ratio -0.8000
sum rule, elements 11, 12, 22 (eV^2):
  integral of smooth Gamma: 1.00531 0.40212 0.72634
  2 pi surface weight: 0.56549 0.22619 0.09048
  sum of the two: 1.57080 0.62832 0.81681
  2 pi tau tau^dagger: 1.57080 0.62832 0.81681
  smooth Gamma, v and w exchanged: 1.57080 0.62832 0.81681
moments n: from Gamma 11, 12, 22 | from walks 11, 12, 22 (eV^(n+2))
  0: 0.25000 0.10000 0.13000 | 0.25000 0.10000 0.13000
  1: -0.00000 0.12000 0.09600 | 0.00000 0.12000 0.09600
  2: 0.16000 0.06400 0.17320 | 0.16000 0.06400 0.17320
  3: 0.00000 0.19680 0.15744 | 0.00000 0.19680 0.15744
  4: 0.26240 0.10496 0.34165 | 0.26240 0.10496 0.34165
  5: 0.00000 0.39955 0.31964 | 0.00000 0.39955 0.31964
  6: 0.53274 0.21309 0.76561 | 0.53274 0.21309 0.76561
closed walks on uniform chain, n = 0,2,4,6,8: [1, 1, 2, 5, 14]
Sigma_11 at E = 0.1 eV: bands -0.04839, surface 0.90000 eV
  sum 0.85161 eV, direct inversion 0.85161 eV
at E = 1.0 eV: Gamma_11 0.36661 eV, Re Sigma_11 0.17000 eV
  Re Sigma_11 from principal-value integral 0.17000 eV
window +-0.1 eV, eta 1e-04 eV: weight_11 0.08995 eV^2
  window 0 to 0.1 eV: 0.04497; surface weight_11 0.09000 eV^2
eta = 0.01 eV; true moments_11: 0.25000 eV^2, 0.16000 eV^4
  window +-10 eV: zeroth 0.24984 eV^2, second 0.17558 eV^4
  window +-20 eV: zeroth 0.24992 eV^2, second 0.19165 eV^4
complex lead, n = 0..5: largest relative moment error 8.3e-14
three-cell lead: relative error n=5 8.7e-14, n=6 9.0e-04
\end{verbatim}
